# Bohr Straggling from Independent Collisions with Free Electrons

A transport calculation that subtracts the mean energy loss from each ion goes wrong as soon as the width of the beam energy matters. In the model worked out below, 3 MeV protons crossing 5 µm of a resist-like layer lose 72.3 keV on average when the stopping is held at its entrance value. Mean-loss transport sends them all out with one energy, although their losses scatter with a standard deviation of 7.2 keV. Scaling that spread with the mean loss fails too: a faster ion loses less energy, but in this model its spread stays the same.

## 1. Collisions of one size

Let every collision cost the ion an energy $T$, and let the number of collisions $N$ be Poisson distributed with mean $\nu$. The loss is $\Delta=NT$. Since a Poisson number has variance $\nu$,

$$\langle\Delta\rangle=\nu T,\qquad \Omega^2=\operatorname{Var}\Delta=\nu T^2 .$$

If $N$ were fixed, this spread would vanish. Here it comes entirely from chance in the number of collisions.

The limit of many tiny collisions is instructive. Holding $\nu T$ fixed while $T\to0$ gives $\Omega^2=(\nu T)T\to0$. Spread therefore needs collisions of appreciable size, and the largest possible transfer will matter.

## 2. Collisions of many sizes

Place $N=nAx$ electrons independently and uniformly in a slab of area $A$ and thickness $x$, with $n$ electrons per volume. The ion crosses on a straight line. An electron at distance $b$ from that line, the impact parameter, takes energy $T(b)$. Collisions beyond a cutoff distance $b_c$ are ignored for now. For one electron,

$$\langle e^{ikT}\rangle=1+\frac1A\int_{b<b_c}\left(e^{ikT(b)}-1\right)2\pi b\,db .$$

The electrons are independent, so the characteristic function of the total loss is this expression to the power $nAx$. As $A\to\infty$, $(1+c/A)^{nAx}\to e^{nxc}$, and

$$\langle e^{ik\Delta}\rangle=\exp\left[nx\int\left(e^{ikT}-1\right)d\sigma\right],\qquad d\sigma=2\pi b\,db .$$

The cumulants $c_j$ are defined by $\ln\langle e^{ik\Delta}\rangle=\sum_j (ik)^jc_j/j!$. Expanding $e^{ikT}$ gives

$$c_j=nx\int T^j\,d\sigma .$$

The first is the mean, the second the variance and the third the third central moment. Each is proportional to $x$ as long as $d\sigma$ stays the same through the layer.

If all collisions have one size, $c_2=\nu T^2$, as in section 1. For several sizes and a fixed number $\nu$ of collisions, the variance would instead be $\nu(\langle T^2\rangle-\langle T\rangle^2)$. The Poisson number restores the missing $\nu\langle T\rangle^2$.

## 3. One Coulomb collision

Atomic units are used in the algebra, so the electron mass and charge are 1. The ion has fixed charge $Z$, speed $v$ and a mass so large that its velocity hardly changes in a collision. The motion is nonrelativistic and the electron is free and initially at rest.

In the ion's frame the electron arrives with speed $v$ and leaves with speed $v$, deflected by an angle $\chi$. Its momentum change has magnitude $2v\sin(\chi/2)$ and lies along the symmetry axis of the orbit.

The same quantity follows from the force $Z/r^2$. Let $\varphi$ be the polar angle measured from the point of closest approach. Angular momentum conservation, $r^2\dot\varphi=bv$, gives $dt=r^2d\varphi/(bv)$. In an attractive orbit $\varphi$ runs from $-(\pi+\chi)/2$ to $(\pi+\chi)/2$, so the impulse along the axis is

$$\int\frac{Z}{r^2}\cos\varphi\,dt=\frac{Z}{bv}\int\cos\varphi\,d\varphi=\frac{2Z}{bv}\cos\frac\chi2 .$$

Equating the two results gives

$$\tan\frac\chi2=\frac{Z}{bv^2}=\frac{b_0}{b},\qquad b_0=\frac{Z}{v^2}.$$

A momentum change is the same in both frames. In the laboratory the electron started at rest, so its final energy is

$$T=\frac{(2v\sin(\chi/2))^2}{2}=2v^2\sin^2\frac\chi2=\frac{T_{\max}}{1+(b/b_0)^2},\qquad T_{\max}=2v^2 ,$$

where $\sin^2=\tan^2/(1+\tan^2)$ was used. At $b=0$ the electron leaves at $2v$, as it must after an elastic head-on collision with a very heavy body.

Solving for the impact parameter gives $b^2=b_0^2(T_{\max}/T-1)$. The area belonging to an interval $dT$ is $\pi|d(b^2)|$:

$$d\sigma=\pi b_0^2T_{\max}\frac{dT}{T^2}=\frac{2\pi Z^2}{v^2}\frac{dT}{T^2}.$$

## 4. The variance

The cutoff distance $b_c$ corresponds to a smallest transfer $T_{\min}$. Define $\xi=2\pi Z^2nx/v^2$. Then

$$\langle\Delta\rangle=\xi\int_{T_{\min}}^{T_{\max}}\frac{dT}{T}=\xi\ln\frac{T_{\max}}{T_{\min}},$$

$$\Omega^2=\xi\int_{T_{\min}}^{T_{\max}}dT=\xi(T_{\max}-T_{\min})=4\pi Z^2nx\left(1-\frac{T_{\min}}{T_{\max}}\right).$$

For $T_{\min}\ll T_{\max}$ this is the Bohr result,

$$\boxed{\Omega_B^2=4\pi Z^2nx}.$$

The speed cancels for a visible reason. A faster ion has fewer collisions in a given energy interval, by $1/v^2$, but its largest transfer grows as $v^2$. The mean depends on the cutoff through a logarithm, whereas the variance loses just the small fraction $T_{\min}/T_{\max}$.

**Test of the orbit result.** Numerically integrated trajectories gave $\int T^2d\sigma=12.5676$ for $Z=1$ at both $v=1$ and $v=3$, against $4\pi=12.5664$. For $Z=2$, $v=3$ they gave 50.2705 against 50.2655.

**Test of the counting.** Electrons were scattered at random with 0.8 per area $b_0^2$, and collisions inside $b_c=5b_0$ were counted. Here $T_{\min}/T_{\max}=1/26$, and the formula gives a variance $0.8\pi(1-1/26)=2.417$ in units of $T_{\max}^2$. The sample gave 2.404, and half the depth gave 0.501 of the full variance. With the number of collisions fixed at 63, the sample variance fell to 1.382, close to the predicted 1.353.

That large difference belongs to the severe cutoff. The part supplied by number fluctuations is, relative to the whole variance, $\langle T\rangle^2/\langle T^2\rangle\approx(T_{\min}/T_{\max})\ln^2(T_{\max}/T_{\min})$ for a small cutoff ratio. For free electrons it tends to zero as more soft collisions are included. Bound electrons allow only a finite number of collisions: with the model atom of section 8, a 3 MeV proton makes about 850 in the layer of section 6, and this share is about 10%. The spread then comes mainly from how many of the collisions happen to be hard.

## 5. What binding does to soft collisions

A bound electron cannot accept an arbitrarily small energy. To treat this, let the ion act once, in the first Born approximation. Let $\varepsilon_n$ be an excitation energy and $F_n(q)=\langle n|e^{i\mathbf q\cdot\mathbf r}|0\rangle$ the amplitude for momentum transfer $\mathbf q$. The Coulomb matrix element is $4\pi ZF_n/q^2$ in magnitude, and a heavy ion loses energy $\mathbf q\cdot\mathbf v$. The golden rule, divided by the incident flux $v$, gives

$$\sigma_n=\frac1v\int\frac{d^3q}{(2\pi)^3}\,2\pi\left(\frac{4\pi Z}{q^2}\right)^2|F_n|^2\,\delta(\varepsilon_n-\mathbf q\cdot\mathbf v).$$

The integral over the cosine of the angle between $\mathbf q$ and $\mathbf v$ gives $1/(qv)$ and requires $q\ge\varepsilon_n/v$. Collecting factors,

$$d\sigma_n=\frac{8\pi Z^2}{v^2}\,|F_n(q)|^2\,\frac{dq}{q^3}.$$

For a free electron at rest, $T=q^2/2$ and $dT=q\,dq$, which returns the cross-section of section 3. This agreement matters, because a classical orbit needs $2Z/v>1$. For a 3 MeV proton $2Z/v=0.18$, and $b_0$ is about ten times smaller than the reduced electron wavelength $1/v$. The cross-section in $T$ then still holds, but the relation $T(b)$ near $b_0$ has no literal meaning.

With $H=p^2/2+U(\mathbf r)$ and ground-state energy $E_0$,

$$(H-E_0)e^{i\mathbf q\cdot\mathbf r}|0\rangle=e^{i\mathbf q\cdot\mathbf r}\left(\mathbf q\cdot\mathbf p+\tfrac12q^2\right)|0\rangle .$$

For an isotropic state $\langle\mathbf p\rangle=0$ and $\langle(\mathbf q\cdot\mathbf p)^2\rangle=q^2\langle p^2\rangle/3$. Projecting on $e^{i\mathbf q\cdot\mathbf r}|0\rangle$, and then taking the squared norm, gives two sum rules:

$$\sum_n\varepsilon_n|F_n|^2=\frac{q^2}{2},\qquad \sum_n\varepsilon_n^2|F_n|^2=\frac{q^4}{4}+\frac{q^2\langle p^2\rangle}{3}.$$

**Mean loss.** The first rule turns the integral into $(4\pi Z^2/v^2)\int dq/q$. At high speed the upper limit is $2v$, the largest momentum a free electron can take. The lower limit is $\varepsilon_n/v$. Averaging its logarithm with the dipole oscillator strengths $f_n$, which sum to 1, defines $\ln I=\sum_nf_n\ln\varepsilon_n$. Hence

$$\langle\Delta\rangle=2\xi\ln\frac{2v^2}{I}=2\xi\ln\frac{T_{\max}}{I}.$$

The free-electron mean agrees if $T_{\min}=I^2/T_{\max}$. This is an effective cutoff, not the smallest real excitation. For a hydrogenic 1s shell at $V=v^2/\langle p^2\rangle=3000$, the numerical Born logarithm was 9.2953 and the formula gave 9.2957.

**Variance.** The $q^4/4$ term gives $(8\pi Z^2/v^2)\int_0^{2v}q\,dq/4=4\pi Z^2$, the Bohr value. The other term adds a logarithm. Relative to the Bohr value, to leading logarithm,

$$\frac{\Omega^2}{\Omega_B^2}-1\simeq\frac23\frac{\langle p^2\rangle}{v^2}\ln v^2 ,$$

where a speed-independent constant beside the logarithm is left undetermined. The correction vanishes at high speed, which gives "fast" its meaning: $v^2$ must greatly exceed $\langle p^2\rangle$ for the electrons counted in $n$.

The full Born ratio for the 1s shell was 1.01110 at $V=300$ and 1.00163 at $V=3000$. The quantity $V(\Omega^2/\Omega_B^2-1)$ grew by 1.548 between them, against $\tfrac23\ln10=1.535$ from the logarithm.

## 6. A proton beam in a resist-like layer

Take round parameters in the regime of proton beam writing in a polymer resist: energy $E=3$ MeV, $x=50000$ Å, $n=0.40$ Å$^{-3}$ and $I=70$ eV. All are rough typical values. In ordinary units $Z^2$ is accompanied by the square of $e^2/(4\pi\epsilon_0)=14.3996$ eV Å. For $Z=1$,

$$\frac{\Omega_B^2}{x}=4\pi(14.3996)^2(0.40)=1042.3\ \text{eV}^2/\text{Å},$$

$$\Omega_B=\sqrt{1042.3\times50000}=7219\ \text{eV}=7.22\ \text{keV}.$$

The largest transfer is $T_{\max}=4E/M=6535$ eV, with $M\approx1836$ the proton mass in electron masses. Then $\xi=\Omega_B^2/T_{\max}=7974$ eV, and the mean loss is

$$2(7974)\ln(6535/70)=7.23\times10^4\ \text{eV}=72.3\ \text{keV},$$

or 2.4% of the proton energy. This holds the stopping at its entrance value; following the falling energy through the layer gives 73.1 keV. The effective cutoff is $70^2/6535=0.75$ eV, and keeping it changes $\Omega$ by less than 1 eV.

At the same thickness, changing the proton energy gives:

| Energy (MeV) | $T_{\max}$ (eV) | $\xi$ (eV) | $\Omega$ (eV) |
|---|---|---|---|
| 1 | 2178 | 23922 | 7215 |
| 3 | 6535 | 7974 | 7219 |
| 10 | 21785 | 2392 | 7219 |

The two factors in $\Omega^2=\xi(T_{\max}-T_{\min})$ each change tenfold and cancel. The small deficit at 1 MeV is the cutoff term.

## 7. Same width, different shape

Equal variances do not imply equal distributions. The third cumulant is

$$c_3=\xi\int_{T_{\min}}^{T_{\max}}T\,dT\simeq\frac{\xi T_{\max}^2}{2}.$$

With $\kappa=\xi/T_{\max}$, the skewness is

$$\frac{c_3}{\Omega^3}=\frac{\xi T_{\max}^2/2}{(\xi T_{\max})^{3/2}}=\frac1{2\sqrt\kappa}.$$

Substitution gives $\kappa=\pi b_0^2nx$, the mean number of collisions with $T>T_{\max}/2$, which in the classical picture are those with $b<b_0$. Many such collisions make the skewness small; few leave a long tail toward high loss.

For the 3 MeV example $\kappa=1.22$ and the skewness is 0.453. Fourier inversion of the characteristic function gave the same value. Its most probable loss lies about 1.7 keV below the mean. The full width at half maximum is 16.7 keV, near the 17.0 keV of a Gaussian of equal variance, but the probability of a loss more than $3\Omega$ above the mean is about 0.0049 instead of 0.00135. A good fit to the central width would therefore miss much of this tail.

From the tabulated values, the skewness is about 0.15 at 1 MeV and 1.5 at 10 MeV. The spread is independent of speed; the shape is not.

Collisions above $T_{\max}/10$ number $9\kappa=11$ per proton on average. They carry 90% of the variance but 25% of the mean loss. This is why the mean is sensitive to binding through $I$, while the leading variance is not.

## 8. How far the assumptions hold

**Binding.** A carbon-like atom was represented by two inner and four outer electrons in 1s functions with effective charges 5.7 and 1.625. The Born variance was 1.042 times the Bohr value at 3 MeV, 1.040 at 10 MeV and 0.974 at 1 MeV. The correction is not monotonic in this range. At 1 MeV the inner electrons give 0.77 of their Bohr value and the outer electrons 1.08, so the suppressed inner-shell part more than offsets the extra spread from the outer electrons. This atom is only a gauge of the size of the effect: its own mean loss at 3 MeV is about 66 keV, not the 72.3 keV obtained with $I=70$ eV. The nearness of 0.974 to 1 is then no proof that all electrons act as free.

**Clustering.** Electrons come in atoms, so their positions are not independent. If six electrons share a disc of radius $a$ and each has mean stopping cross-section $s$, each takes on average $s/(\pi a^2)$ when the ion crosses the disc. The $6\times5$ ordered pairs add $30s^2/(\pi a^2)$ per atom to $\int T^2d\sigma$. With a rough $a=0.7$ Å and independently placed atoms, the variance rises by 1.6%. This fixes only the order of magnitude: the result varies as $1/a^2$, from 3.2% at 0.5 Å to 0.8% at 1.0 Å, and soft collisions that reach outside the disc lower it.

**Slowing down.** Let $S(E)$ be the mean loss per length. A proton that has fallen behind in energy then loses energy faster, since $S'(E)<0$ here. A small deviation $\delta$ obeys $d\delta/dx=-S'\delta$ plus random loss, so

$$\frac{d\Omega^2}{dx}=4\pi Z^2n-2S'\Omega^2 .$$

To first order $\Omega^2=\Omega_B^2(1-S'x)$. Numerical integration gives an increase of 2.0% at 3 MeV. At 1 MeV the mean loss in the same layer, estimated with the stopping held at its entrance value, is about 16% of the energy, and the first-order increase of the variance is about 12%. Following the changing energy through the layer raises this to about 16%. Linear growth with thickness is then visibly broken.

**Speed and recoil.** The relativistic heavy-ion cross-section, taken here as given, contains a factor $1-\beta^2T/T_{\max}$, with $\beta$ the speed divided by that of light and $T_{\max}=2v^2/(1-\beta^2)$. It raises the variance by 0.3%. Finite proton mass lowers $T_{\max}$ by the factor $[M/(M+1)]^2$, a change of $-0.1\%$.

**Nuclear collisions.** With a pure Coulomb force at all scattering angles, collisions with carbon-like nuclei would add 3.6% to the variance. For real carbon at 3 MeV this figure is unreliable: more than half of it comes from wide-angle collisions in which the proton comes within about 4 fm of the centre of the nucleus, where nuclear forces also act. Only about $3\times10^{-4}$ nuclear collisions per proton cost more than $\Omega$, and most of these pass well outside that distance. This contribution is a rare, far tail and should not be used to broaden the main peak.

For a real resist, the chosen energy, thickness and density are ordinary in size, but hydrogen, oxygen and chemical bonds alter the binding and clustering estimates, and in a hydrogen-rich polymer the hydrogen nuclei add to the nuclear term about as much as the carbon nuclei do. Adding the small corrections other than nuclear collisions raises the variance by roughly 7 to 10%, depending mostly on the clustering estimate, and so moves $\Omega$ from 7.2 to about 7.5 keV. This is an estimate for the model layer, not a measured width. The proton must also remain bare: its speed, 11 atomic units, is well above the orbital speed 1 of an electron it might capture. For slow ions neither the fixed charge nor the free-electron count can be assumed. In layers rich in tightly bound inner electrons, the free-electron count can fail even for an ion that stays bare.

The remaining computed values are in the numerical output below.

## Table of computed values

```
orbits Z=1 v=1: integral T^2 dsigma = 12.5676 a.u., 4 pi Z^2 = 12.5664 a.u.
orbits Z=1 v=3: integral T^2 dsigma = 12.5676 a.u., 4 pi Z^2 = 12.5664 a.u.
orbits Z=2 v=3: integral T^2 dsigma = 50.2705 a.u., 4 pi Z^2 = 50.2655 a.u.
random electrons: mean collision number = 62.79
random electrons: variance = 2.404 Tmax^2, formula 2.417
variance at half depth / full depth = 0.501
fixed number 63: variance = 1.382 Tmax^2, formula 1.353
1s shell, V=300: Born/free variance = 1.01110
1s shell, V=3000: Born/free variance = 1.00163
growth of V*(ratio-1) = 1.548, logarithm predicts 1.535
Bethe logarithm: Born 9.2953, formula 9.2957
proton energy = 3000000 eV
thickness = 50000 angstrom = 5.0 um
electron density = 0.40 per angstrom^3
mean excitation energy I = 70 eV
e^2/(4 pi eps0) = 14.3996 eV angstrom
ion speed = 10.96 a.u.
Tmax = 6535.4 eV
Tmin = 0.750 eV, Tmin/Tmax = 1.15e-04
xi = 7973.9 eV, kappa = 1.220
mean loss = 72347 eV = 72.3 keV
mean loss / proton energy = 0.0241
Bohr variance per length = 1042.3 eV^2/angstrom
Bohr straggling Omega = 7218.9 eV = 7.22 keV
Omega with Tmin kept = 7218.5 eV
collisions above Tmax/10: number 10.98 per ion, share of variance 0.900, of mean 0.254
skewness: distribution 0.4527, formula 0.4527
most probable loss minus mean = -1660 eV
full width at half maximum = 16675 eV, Gaussian 16998 eV
probability above mean + 3 Omega = 0.00484, Gaussian 0.00135
E=1000000 eV: Tmax=2178.5 eV, xi=23921.7 eV, Omega=7215.2 eV, binding factor on variance=0.974
E=3000000 eV: Tmax=6535.4 eV, xi=7973.9 eV, Omega=7218.5 eV, binding factor on variance=1.042
E=10000000 eV: Tmax=21784.7 eV, xi=2392.2 eV, Omega=7218.9 eV, binding factor on variance=1.040
clustering (disc radius 0.7 angstrom): variance change +1.63 %
slowing down: variance change +1.96 %
relativity: variance change +0.32 %
ion recoil: variance change -0.11 %
nuclear collisions, all angles: variance change +3.55 %
nuclear collisions losing more than Omega: 2.98e-04 per ion
```
